Maxwell spreading resistance of a circular contact on a half-space

**What the result decides**

A device model that joins a small metal contact to a thick semiconductor must decide how much series resistance to assign to the substrate. If the simulated region already includes the spreading current, adding an analytic term counts it twice. If the region stops at the contact, the term must be supplied, and its coefficient depends on whether one or both sides of the contact conduct resistively. For one resistive side and an equipotential disc of radius a, the term is

R = ρ/(4a),

where ρ is the resistivity. It covers the path from the disc to infinity and contains no voltage drop in the metal or at the interface.

**The boundary-value problem**

The conductor fills z > 0. Let r be the distance from the z axis and φ the electric potential. The resistivity is uniform and isotropic, the current is steady, and Ohm's law gives the current density J = −∇φ/ρ. Charge conservation, ∇·J = 0, then gives

∇²φ = 0.

The boundary conditions are

φ = V for z = 0, r < a,
∂φ/∂z = 0 for z = 0, r > a,
φ → 0 at infinity.

The potential must be bounded. At a small distance s from the contact edge its gradient may grow no faster than s^(−1/2), which keeps the dissipated power finite. At a large distance D from the centre, φ falls as 1/D and its gradient as 1/D².

These conditions fix φ. Let w be the difference of two solutions. Green's identity gives

∫|∇w|² dvolume = ∮ w ∂w/∂n dS.

On the disc w = 0, and on the insulating surface ∂w/∂n = 0. On a distant hemisphere the integrand falls as D^(−3) while the area grows as D², so that part vanishes. Around the edge, exclude a thin tube of radius s. Its area is proportional to s and the integrand grows at most as s^(−1/2), so its contribution also vanishes. Hence ∇w = 0, and since w vanishes on the disc, w = 0. Any function that meets the conditions is therefore the solution.

**Building the potential**

A point source on the axis has a potential proportional to 1/√(r² + z²). Shift its position by an imaginary distance. With Z = z + it, q = r² + Z² and u = q^(−1/2),

∂²u/∂r² = −q^(−3/2) + 3r²q^(−5/2),
(1/r)∂u/∂r = −q^(−3/2),
∂²u/∂z² = −q^(−3/2) + 3Z²q^(−5/2).

The sum is −3q^(−3/2) + 3(r² + Z²)q^(−5/2) = 0, so u is harmonic. The root needs a definite branch. Since

q = r² + z² − t² + 2izt,

for z > 0 the imaginary part vanishes only at t = 0, where q is positive off the origin. The principal square root, with its cut on the negative real axis, is therefore smooth throughout the conductor.

Now superpose these sources:

φ(r,z) = (V/π) ∫₋ₐᵃ dt / √[r² + (z + it)²].

Changing t to −t conjugates the integrand, so the imaginary parts cancel and φ is real.

**Potential on the surface**

To take z → 0 inside the integral, factor q:

q = (r − t + iz)(r + t − iz).

Thus |q| ≥ |r² − t²|, and the integrand is bounded in magnitude by |r² − t²|^(−1/2). This bound is integrable for r > 0, so the limit may be taken under the integral.

For 0 < r < a, the range |t| < r has a real root. For |t| > r, the root tends to i sgn(t)√(t² − r²), which makes the integrand imaginary and odd in t, and its integral vanishes. What remains is

φ(r,0) = (V/π) ∫₋ᵣʳ dt/√(r² − t²) = (V/π)π = V.

For r > a, the whole range has |t| < r, and

φ(r,0) = (V/π) ∫₋ₐᵃ dt/√(r² − t²) = (2V/π) arcsin(a/r).

The disc condition is satisfied, and the free surface has a potential that falls with distance.

**Current density and total current**

The integrand u depends on z and t only through z + it. Therefore ∂u/∂t = i ∂u/∂z, or ∂u/∂z = −i ∂u/∂t. The t integral becomes a difference of end values:

∂φ/∂z = −i(V/π)[u(t = a) − u(t = −a)].

For r > a both end values tend to 1/√(r² − a²). They cancel, as the insulating condition requires. For r < a, put S = √(a² − r²). The roots at t = ±a tend to ±iS, so

u(a) → 1/(iS) = −i/S,
u(−a) → 1/(−iS) = +i/S.

The bracket is −2i/S. Multiplication by −i gives −2/S, and

∂φ/∂z = −2V/[π√(a² − r²)].

The current density entering the conductor is

J(r) = −(1/ρ)∂φ/∂z = 2V/[πρ√(a² − r²)].

It diverges at the edge as the inverse square root of the distance from it, as the uniqueness argument allows. Its integral is finite:

I = ∫₀ᵃ J(r) 2πr dr
 = (4V/ρ) ∫₀ᵃ r dr/√(a² − r²)
 = (4V/ρ)[−√(a² − r²)]₀ᵃ
 = 4aV/ρ.

Hence

R = V/I = ρ/(4a).

The far field confirms the factor. For D ≫ a the integrand tends to 1/D, so φ → 2aV/(πD). The radial current density is 2aV/(πρD²), and multiplication by the hemisphere area 2πD² again gives 4aV/ρ. Numerical integration of the flux through a hemisphere of radius 3a gave ρI/(aV) = 4.0000.

A separate calculation did not use the derived potential. It divided the disc into 400 rings of unknown current density and required the summed potential to equal V at the middle of each ring. It gave Ra/ρ = 0.2500, and for r < 0.9a its current density agreed with the formula within 1%.

If two half-spaces of resistivities ρ₁ and ρ₂ meet through the disc, each side has the same radial current profile for a given I. One disc potential therefore satisfies both sides, and their resistances add to (ρ₁ + ρ₂)/(4a). Equal materials give ρ/(2a). For a metal of negligible resistivity on a semiconductor, the one-sided value applies.

**Where the voltage drops and where the current enters**

On the axis the potential integral becomes

φ(0,z) = (V/π) ∫₋ₐᵃ z dt/(z² + t²) = (2V/π) arctan(a/z).

At z = a this equals V/2, so half the voltage drops within one contact radius along the axis. The rest drops slowly. A grounded hemisphere at D ≫ a removes the outer resistance ρ/(2πD), a fraction 2a/(πD) of the Maxwell value. To keep this truncation error below 1%, D must exceed about 64a, unless the missing term is added back.

The fraction of current entering inside radius s is

I(<s)/I = 1 − √(1 − s²/a²).

For s = a/2 it is 0.134, although this region has one quarter of the area. The outermost annulus of width δ ≪ a carries about √(2δ/a) of the current. Refining the mesh at the edge is therefore an efficient way to resolve the current; a uniform mesh also converges, but needs small cells everywhere.

Prescribing a uniform current density solves a different problem. Its mean-voltage resistance follows from building up the disc ring by ring. At the rim of a uniform disc of radius s, the integral of 1/distance over the disc is the integral of the chord length 2s cosθ over angle θ from −π/2 to π/2, which is 4s. The double integral over all pairs of area elements is then

2 ∫₀ᵃ (4s)(2πs) ds = 16πa³/3.

The factor 2 counts each pair in both orders. Multiplying by ρJ/(2π), dividing by the area πa² for the mean potential, and setting J = I/(πa²) gives

R_uniform = 8ρ/(3π²a) = 0.2702 ρ/a.

This is 8.1% above the equipotential result. A solver that imposes uniform flux should not be expected to return ρ/(4a).

**A second case: a contact with depth**

The potential also gives the resistance of a buried half-spheroid. Since

d/dt arcsinh[(z + it)/r] = i/√[r² + (z + it)²],

integration gives

φ = (2V/π) Im arcsinh[(z + ia)/r].

Write the arcsinh as η + iβ, so that φ = 2Vβ/π. Taking the hyperbolic sine and separating real and imaginary parts,

z = r sinh η cos β,
a = r cosh η sin β.

Using cosh²η − sinh²η = 1 to eliminate η,

r²/(a/sin β)² + z²/(a cot β)² = 1.

Each equipotential is half of a spheroid with surface radius b = a/sin β and depth d = a cot β. Its focal radius is √(b² − d²) = a.

Now let a conducting half-spheroid have radius b and depth d < b, and put c = √(b² − d²). The outside field is that of a disc of radius c at some potential V₀. The current is 4cV₀/ρ and the surface potential is (2V₀/π) arctan(c/d). Their ratio is

R_spheroid = ρ arctan(c/d)/(2πc).

As d → 0, c → b and the arctangent tends to π/2, which recovers ρ/(4b). As d → b, arctan(c/d) → c/b and R → ρ/(2πb), the hemisphere result. At equal surface radius, the flat disc has π/2 times the hemisphere's resistance.

**Finite wafer thickness**

Let a wide wafer of thickness L have a grounded back plane. Seen from far away, the contact acts as a point source with potential ρI/(2πD). Reflection with a change of sign at z = L enforces zero potential there. Reflection without a change of sign at z = 0 preserves the insulating front. Repetition places images at z = ±2nL with sign (−1)ⁿ. Their potential at the contact is

Δφ = 2 Σₙ₌₁^∞ (−1)ⁿ ρI/[2π(2nL)] = −ρI ln2/(2πL).

The images are symmetric about z = 0, and their potential is constant over the disc to leading order in a/L. Thus

R ≈ ρ/(4a) − ρ ln2/(2πL), a ≪ L.

A finite-volume calculation with L = 4a and an insulating outer wall at r = 5L gave Ra/ρ = 0.2230. The formula gives 0.2224, lower by 0.24%. The last digit of the finite-volume value is not converged: a mesh-free solution for a laterally unbounded slab gives 0.2228. Omitted powers of a/L therefore account for about 0.16%, and mesh error for the rest. For L = 10a the omitted terms are about 0.01% of R.

**Worked example: a silicide dot on silicon**

Take a silicide dot of radius 50 µm on lightly doped n-type silicon at 300 K, with a shallow n+ region of the same radius beneath it. The electron density is n = 10¹⁵ cm⁻³ and the mobility μ = 1350 cm²/Vs. With e the elementary charge,

ρ = 1/(enμ) = 4.62 Ω cm,
R = 4.62 Ω cm/(4 × 0.0050 cm) = 231 Ω = 0.231 kΩ.

At 0.1 mA the voltage is 23.1 mV. The mean current density is 1.27 A/cm². Eliminating V from the density formula gives

J(r) = I/[2πa√(a² − r²)].

At the centre this is 0.637 A/cm², half the mean. At 0.2 µm inside the edge it is 7.12 A/cm², and the field ρJ is 33 V/cm. The drift speed there, 4.4 × 10⁴ cm/s, is far below the rough saturation speed of 10⁷ cm/s. Velocity saturation is therefore negligible in the ideal model at this current and distance from the edge. The comparison does not test the assumption of uniform resistivity there, and the ideal edge singularity is not a physical prediction.

For a 500 µm wafer with a grounded back, the thickness change is −10.2 Ω, or −4.4% of the half-space value. The corrected resistance is 221 Ω.

**Bounds on the effect of geometry**

Two further estimates use a minimum principle. At fixed electrode voltages, the true potential has the least dissipated power among trial potentials that satisfy those voltages. Indeed, if a trial is φ + w, with w = 0 on the electrodes, Green's identity removes the cross term and leaves the positive addition ∫|∇w|²/ρ. Making more of the volume perfectly conducting restricts the allowed trials. It cannot lower the minimum power V²/R, so it cannot raise R.

Treat the n+ region as a perfectly conducting cylinder 0.2 µm deep at the contact potential. A half-spheroid inside it changes R by −0.59 Ω, and the best enclosing half-spheroid found changes it by −6.3 Ω. The cylinder's effect lies between these values, or between −0.25% and −2.7% of 231 Ω. Neither end is an estimate of the actual change.

Depletion of the silicon surface around the dot acts in the other direction. Let k be Boltzmann's constant, T the temperature, ε the permittivity and nᵢ the intrinsic density. At the onset of strong inversion, where the surface hole density equals n, the band bending is 2(kT/e) ln(n/nᵢ), and the depletion approximation gives a width

W = 2L_D√ln(n/nᵢ), L_D = √[εkT/(e²n)].

With relative permittivity 11.7 and nᵢ = 10¹⁰ cm⁻³, L_D = 0.13 µm and W = 0.88 µm. Suppose this layer were a perfect insulator surrounding a column of undepleted substrate under the dot. A perfectly conducting sheet across the column's base could not raise R. With the sheet present, the resistance is that of the column plus ρ/(4a). The increase without it is therefore at least

ρW/(πa²) = 5.2 Ω.

The bound is not tight, because the column also suppresses the crowding of current at the edge. A numerical solution of the column geometry gives an increase of about 8.2 Ω, or 3.6% of 231 Ω. Both figures ignore the n+ region, which would replace part of the column; with the top 0.2 µm perfectly conducting, the increase is about 6.6 Ω. A surface without depletion has no such term.

**When the disc is not equipotential**

Let ρ_c be the specific contact resistance, in Ω cm². The disc condition becomes V − φ = ρ_c J. In the Maxwell solution at distance s from the edge, J is of order V/(ρ√(as)), while the potential varies over that distance by about V√(s/a). The interface drop becomes comparable when s is of order ρ_c/ρ. The disc is nearly equipotential over most of its area if ρ_c/ρ ≪ a.

For ρ_c = 10⁻⁵ Ω cm², ρ_c/(ρa) = 4.3 × 10⁻⁴. A uniform current would give an interface resistance ρ_c/(πa²) = 0.13 Ω. The ring calculation with the interface condition, but without the n+ region, gives an increase of 0.32 Ω, or 0.14% of the Maxwell value. Most of the excess reflects edge crowding: for a given current, the interface power ρ_c∫J² dS is least when J is uniform. A smaller part arises because the interface shifts the current away from the Maxwell profile, which raises the power dissipated in the silicon.

**Setting the model beside a real contact**

The silicon inputs are rough typical values for lightly doped material near room temperature. The dot is far larger than a contact in a modern transistor, and the chosen ρ_c is high for a good silicide contact to heavily doped silicon. The largest single correction evaluated here is the finite wafer thickness, −4.4% for an ideal grounded back. The bounds above allow the n+ depth to lower R by as much as 2.7%, and a perfectly insulating depletion layer of the assumed width would raise it by about 3.6% (the lower bound is 2.2%) if the n+ region is ignored, cancelling most of the thickness correction, so 221 Ω should not be read as accurate to its last digit. For a nanoscale contact to heavily doped silicon, ρ_c/(ρa) may no longer be small; the interface must then be solved together with the spreading current. If a is also comparable with the electron mean free path, Ohm's law no longer describes the spreading, and ballistic transport must be included.

Other effects are small for this example. In the ballistic limit, the difference of the one-way electron fluxes nv̄/4 at small voltage gives a resistance

R_b = 4kT/(e²nv̄πa²) = 0.39 Ω,

where v̄ is the mean thermal speed for a conductivity mass of 0.26 electron masses. This is 0.17% of R and sets a scale, not a calculated correction. The screening length L_D is also much smaller than a. Low-field conduction in unstrained bulk silicon is isotropic because its equivalent valleys are equally filled, even though each has an anisotropic mass.

If all the electrical power IV entered as heat at the disc, the thermal counterpart of the Maxwell formula would give a temperature rise IV/(4κa). With thermal conductivity κ = 1.5 W/(cm K), this is 8 × 10⁻⁵ K. This counts Joule heat only. At a real contact to silicon of this doping, with a Seebeck coefficient of roughly 1 mV/K, the Peltier heat is more than ten times IV. It warms or cools the contact, according to the current direction, by about 10⁻³ K, which is still negligible for R. Ambient temperature matters more. If μ varies as T^(−2.4) at fixed n, R rises by 2.4/T = 0.8% per kelvin at 300 K. The numerical output lists the inputs and intermediate values.

Computed values

```
Ring-equation R a/rho: 0.25 (dimensionless)
Hemisphere current rho I/(a V): 4 (dimensionless)
Uniform-current R a/rho: 0.27019 (dimensionless)
Axis potential at depth a / V: 0.5 (dimensionless)
Current fraction inside a/2: 0.13397 (dimensionless)
Slab test thickness L/a: 4 (dimensionless)
Slab numerical R a/rho: 0.22296 (dimensionless)
Slab formula R a/rho: 0.22242 (dimensionless)
Temperature: 300 K
Electron density: 1e+15 cm^-3
Electron mobility: 1350 cm^2/Vs
Resistivity: 4.6233 ohm cm
Contact radius: 50 um
Contact area: 7.854e-05 cm^2
Maxwell resistance: 231.17 ohm
Maxwell resistance converted: 0.23117 kohm
Current: 0.1 mA
Contact voltage: 23.117 mV
Mean current density: 1.2732 A/cm^2
Centre current density: 0.63662 A/cm^2
Distance inward from edge: 0.2 um
Current density there: 7.1248 A/cm^2
Field there: 32.94 V/cm
Drift speed there: 44469 cm/s
Rough saturation speed: 1e+07 cm/s
Wafer thickness: 500 um
Grounded-back change: -10.201 ohm
Grounded-back relative change: -4.4127 %
Resistance with grounded back: 220.97 ohm
n+ region depth: 0.2 um
n+ change, inscribed spheroid: -0.58682 ohm
n+ change, enclosing spheroid: -6.3009 ohm
Specific contact resistance: 1e-05 ohm cm^2
rho_c/(rho a): 0.00043259 (dimensionless)
Uniform interface resistance: 0.12732 ohm
Computed interface change: 0.31906 ohm
Relative permittivity: 11.7 (dimensionless)
Intrinsic density: 1e+10 cm^-3
Debye length: 0.12929 um
Possible surface depletion width: 0.87737 um
Depletion-column resistance: 5.1647 ohm
Conductivity mass / electron mass: 0.26 (dimensionless)
Ballistic resistance scale: 0.38942 ohm
Thermal conductivity: 1.5 W/(cm K)
Self-heating scale: 7.7056e-05 K
Mobility temperature power: 2.4 (dimensionless)
Resistance temperature slope: 0.8 %/K
```
